# Donor binding versus position in an infinite quantum well

A carrier freeze-out calculation for a doped quantum well needs a donor ionization energy, and one must decide whether a single number will do for all donors or whether the energy must be resolved by position. In a well two effective Bohr radii wide, the estimate derived below falls from 1.77 effective Rydbergs at the centre to 0.83 at a wall. A single number, chosen for the actual dopant positions, is safe if the energy varies across the doped region by much less than the thermal energy. It can fail when the dopants fill the well and the thermal energy is small compared with the full spread. The theorem gives a lower bound on the ionization energy at each donor position, and the exact limits of that energy for thin and thick wells.

## Model and statement

One electron with isotropic effective mass $m$ moves in the slab $|z|<L/2$ and is excluded from the outside. A singly charged donor sits at $\rho=0$, $z=z_i$, with $|z_i|\le L/2$. The dielectric constant $\varepsilon$ is the same everywhere, so there are no image charges. Lengths are in units of $a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(me^2)$ and energies in units of $\mathrm{Ry}=\hbar^2/(2ma^{*2})$. Then

$$H=-\nabla^2-\frac{2}{r},\qquad r=\sqrt{\rho^2+(z-z_i)^2},\qquad \psi=0\ \text{at}\ z=\pm L/2 .$$

The 2 arises because $e^2/(4\pi\varepsilon_0\varepsilon a^*)=2\,\mathrm{Ry}$.

Without the donor the lowest subband has the profile $f(z)=\cos kz$, $k=\pi/L$, and its edge lies at $k^2$. An ionized electron ends there, so with $E_0$ the lowest energy of $H$ the binding energy is $E_b=k^2-E_0$.

Bastard's trial function is $\psi=f(z)\,e^{-qr/2}$ with one parameter $q>0$; the decay length is $\lambda=2/q$. Define

$$A(q)=\int_{-L/2}^{L/2}f^2e^{-q|z-z_i|}\,dz,\qquad n(q)=-\frac{qA'(q)}{A(q)} .$$

**Theorem.** (a) For every $q>0$,

$$E_b\ \ge\ F(q)=\frac{2q}{1+n(q)}-\frac{q^2}{4}.$$

(b) As $L\to0$, $E_b\to4$ for every donor position.

(c) As $L\to\infty$, $E_b\to1$ if $z_i/L$ is held fixed with $|z_i|/L<1/2$, and $E_b\to1/4$ if $z_i=\pm L/2$.

The optimized trial value $E_B=\max_qF(q)$ has the same limits.

The maximum exists. Since $A'<0$, we have $n\ge0$ and $F\le2q-q^2/4$, which is negative for $q>8$. For small $q$, $n\to0$ and $F\approx2q>0$, while $F\to0$ at $q=0$.

## Lemma 1: removing the confinement energy

**Lemma 1.** For real $\psi=fg$ with $g$ regular,

$$\int|\nabla\psi|^2=\int f^2|\nabla g|^2+k^2\int f^2g^2 .$$

*Proof.* From $\nabla\psi=f\nabla g+gf'\hat z$,

$$|\nabla\psi|^2=f^2|\nabla g|^2+ff'\,\partial_z(g^2)+f'^2g^2 .$$

Integrate the middle term by parts in $z$. The boundary term vanishes because $f=0$ at the walls, leaving $-\int(f'^2+ff'')g^2$. The $f'^2$ terms cancel, and $-ff''=k^2f^2$. ∎

The binding computed from any such $\psi$ is therefore

$$k^2-\langle H\rangle=\frac{\int f^2\left(2g^2/r-|\nabla g|^2\right)}{\int f^2g^2}. \tag{1}$$

The confinement energy has cancelled, and the subband density $f^2$ remains as a weight.

## Lemma 2: the trial binding

**Lemma 2.** For $g=e^{-qr/2}$, expression (1) equals $F(q)$.

*Proof.* Here $|\nabla g|^2=(q^2/4)g^2$, so (1) is $2\langle1/r\rangle-q^2/4$. At fixed $u=z-z_i$, $r^2=\rho^2+u^2$ gives $\rho\,d\rho=r\,dr$, with $r$ running from $|u|$ to infinity:

$$\int\frac{e^{-qr}}{r}\,2\pi\rho\,d\rho=2\pi\int_{|u|}^\infty e^{-qr}dr=\frac{2\pi}{q}e^{-q|u|},$$

$$\int e^{-qr}\,2\pi\rho\,d\rho=2\pi\int_{|u|}^\infty re^{-qr}dr=\frac{2\pi}{q^2}(1+q|u|)e^{-q|u|}.$$

Multiply by $f^2$ and integrate over $z$. The first line gives $2\pi A/q$. Since $A'=-\int f^2|u|e^{-q|u|}dz$, the second gives $2\pi(A-qA')/q^2$. The ratio is

$$\left\langle\frac1r\right\rangle=\frac{qA}{A-qA'}=\frac{q}{1+n}. \qquad ∎$$

Part (a) follows, because $\langle H\rangle\ge E_0$ for every trial function.

**Closed form of $A$.** Let $K=2k$, $D=q^2+K^2$, $C=\cos Kz_i$, and let $a=L/2+z_i$ and $b=L/2-z_i$ be the distances to the walls. Write $f^2=\tfrac12(1+\cos Kz)$. To the right of the donor the constant term gives $(1-e^{-qb})/(2q)$. The cosine requires

$$\mathrm{Re}\int_0^be^{-qu+iK(z_i+u)}du=\mathrm{Re}\,\frac{e^{iKz_i}+e^{-qb}}{q-iK}=\frac{qC-K\sin Kz_i+qe^{-qb}}{D},$$

where $K(z_i+b)=\pi$ made the upper-limit phase equal to $-1$. The left side follows from $z_i\to-z_i$, $b\to a$, and the sines cancel in the sum. With $S=e^{-qa}+e^{-qb}$,

$$A=\frac12\left[\frac{2-S}{q}+\frac{q(2C+S)}{D}\right]=\frac1q+\frac{qC}{D}-\frac{K^2S}{2qD}. \tag{2}$$

The last step used $q/D-1/q=-K^2/(qD)$. Differentiation, with $(qD)'=3q^2+K^2$, gives

$$A'=-\frac1{q^2}+\frac{C(K^2-q^2)}{D^2}-\frac{K^2}{2}\left[\frac{S'}{qD}-\frac{S(3q^2+K^2)}{q^2D^2}\right],$$

where $S'=-(ae^{-qa}+be^{-qb})$.

For a donor at a wall, $C=-1$ and $S=1+e^{-qL}$, so (2) reduces to

$$A=\frac{K^2(1-e^{-qL})}{2qD},\qquad n=1+\frac{2q^2}{D}-\frac{qL\,e^{-qL}}{1-e^{-qL}}. \tag{3}$$

**Remark (meaning of $n$).** If $A\propto q^{-n}$ with constant $n$, completing the square gives

$$F=\frac{4}{(1+n)^2}-\left(\frac q2-\frac{2}{1+n}\right)^2 .$$

The maximum is $4/(1+n)^2$, at $q=4/(1+n)$. The exponent records how the subband density looks on the scale of the orbit. A sheet much thinner than the orbit has $n=0$, a locally uniform density has $n=1$, and a density growing quadratically from a wall has $n=3$. These give 4, 1 and 1/4.

## Lemma 3: upper bounds on the true binding

A trial function bounds $E_b$ from below. To establish the limits for the true ground state we also need upper bounds.

**Lemma 3.** For every $L$ and $z_i$, $E_b\le4$ and $E_b\le1+k^2$. For a donor at a wall, $E_b\le\tfrac14+k^2$.

*Proof.* It suffices to consider real smooth $\psi$ vanishing near the walls and at large distance, since their energies come arbitrarily close to $E_0$. Then $g=\psi/f$ is smooth.

*First bound.* At fixed $z$, expand a square in the plane:

$$0\le\int|\nabla_\rho g+2g\hat\rho|^2d^2\rho=\int\left[|\nabla_\rho g|^2+2\hat\rho\cdot\nabla_\rho(g^2)+4g^2\right]d^2\rho .$$

Because $\nabla_\rho\cdot\hat\rho=1/\rho$, integration by parts turns the middle term into $-2g^2/\rho$; a small circle around the origin contributes nothing as it shrinks. Hence $\int(2g^2/\rho-|\nabla_\rho g|^2)\,d^2\rho\le4\int g^2d^2\rho$. Now $2/r\le2/\rho$ and $|\nabla g|^2\ge|\nabla_\rho g|^2$, so weighting with $f^2$ and integrating over $z$ bounds (1) by 4.

*Second bound.* Extend $\psi$ by zero to all space. Since $\nabla\cdot\hat r=2/r$,

$$0\le\int|\nabla\psi+\psi\hat r|^2=\int\left[|\nabla\psi|^2-\frac2r\psi^2+\psi^2\right].$$

Thus $\langle H\rangle\ge-1$ and $E_b\le k^2+1$.

*Third bound.* Let $\zeta$ be the distance from the wall that carries the donor, and write $\psi=\zeta h$. Then

$$|\nabla\psi|^2=\zeta^2|\nabla h|^2+\zeta\,\partial_\zeta(h^2)+h^2 .$$

The last two terms integrate to zero. With the donor as origin, $\nabla\cdot(\zeta^2\hat r)=2\zeta(\zeta/r)+2\zeta^2/r=4\zeta^2/r$, so

$$0\le\int\zeta^2\left|\nabla h+\tfrac12h\hat r\right|^2=\int\left[\zeta^2|\nabla h|^2-\frac2r\zeta^2h^2+\tfrac14\zeta^2h^2\right].$$

Thus $\langle H\rangle\ge-\tfrac14$ and $E_b\le k^2+\tfrac14$. ∎

The squares vanish for $g=e^{-2\rho}$, $\psi=e^{-r}$ and $h=e^{-r/2}$. These are the ground states of planar hydrogen, of bulk hydrogen, and of hydrogen in a half space. The last, $\zeta e^{-r/2}$, is a bulk $2p$ orbital whose nodal plane is the wall, which explains the energy $1/4$.

## Proof of the limits

For each limit choose one fixed $q$. Then $F(q)\le E_B\le E_b$, and Lemma 3 closes the interval from above.

*Thin well.* Since $|z-z_i|\le L$, the definition of $n$ gives $0\le n\le qL$. With $q=4$,

$$\frac{8}{1+4L}-4\le E_B\le E_b\le4 .$$

The left side tends to 4 and does not depend on $z_i$, so the limit is uniform in position.

*Thick well, interior.* Take $q=2$. With $z_i/L$ fixed, $K\to0$, the exponentials in $S$ vanish, and $C$ is a constant greater than $-1$. From (2), $A\to(1+C)/q$ and $-qA'\to(1+C)/q$. Hence $n\to1$ and $F(2)\to2-1=1$, while the upper bound $1+k^2$ tends to 1.

*Thick well, wall.* Take $q=1$. Equation (3) gives $n\to3$, so $F(1)\to\tfrac24-\tfrac14=\tfrac14$. The upper bound $\tfrac14+k^2$ tends to the same value. ∎

## How the limits are approached

**Thin wells.** Let $m_i$ be the mean of $|z-z_i|$ in the normalized density $p=2f^2/L$. Expanding the exponentials gives $n=qm_i+O(L^2)$, hence $F=2q-q^2/4-2q^2m_i+O(L^2)$. The maximum at zeroth order is at $q=4$, and its displacement changes $F$ at second order only. Therefore

$$E_B=4-32m_i+O(L^2).$$

To find $m_i$, differentiate twice: $d^2m_i/dz_i^2=2p(z_i)=(2/L)(1+\cos Kz_i)$. Integrating, with evenness in $z_i$ and $m_i=L/2$ at a wall,

$$m_i=L\left[\frac14+\frac{z_i^2}{L^2}-\frac{\cos^2(\pi z_i/L)}{\pi^2}\right].$$

The slope is steep: $E_B\approx4-4.76L$ at the centre and $4-16L$ at a wall. For $L=0.01$ the computed values are 3.953 and 3.849, but for $L=0.5$ they are already 2.75 and 1.73. The 4 Ry limit is thus a poor estimate of $E_B$ for a well of moderate width. It also depends on impenetrable barriers. Suppose instead that the well has a fixed finite depth, with the same mass and dielectric constant inside and outside. The well lowers the subband edge and the donor level by at most its depth times the probability of finding the electron inside it. This probability vanishes as $L\to0$, so the binding energy returns to the bulk value of 1 Ry.

**Thick wells.** In the interior, drop $S$ and expand (2) in $K$:

$$A\approx\frac{1+C}{q}-\frac{CK^2}{q^3},\qquad -qA'\approx\frac{1+C}{q}-\frac{3CK^2}{q^3},\qquad n\approx1-\frac{2CK^2}{(1+C)q^2}.$$

Thus $2q/(1+n)\approx q+CK^2/[(1+C)q]$. At $q=2$, using $K^2=4k^2$ and $2C/(1+C)=1-\tan^2kz_i$,

$$E_B\approx1+k^2\left(1-\tan^2kz_i\right). \tag{4}$$

At a wall, (3) gives $n\approx3-2K^2/q^2$, so $2q/(1+n)\approx q/2+K^2/(4q)$ and, at $q=1$, $E_B\approx\tfrac14+k^2$.

At the centre and at the wall these expansions coincide to order $k^2$ with the upper bounds of Lemma 3, so they hold for the true binding as well. The excess $k^2$ has a simple meaning: to this order the donor level $E_0$ stays at $-1$ or $-\tfrac14$, while the subband edge from which binding is counted rises by $k^2$.

## Remark: donors at a fixed distance from the wall

The thick-well limit is not uniform in position. Keep the distance $d$ from one wall fixed while $L\to\infty$. Near that wall $f^2\approx k^2\zeta^2$, and

$$\frac{A}{k^2}\to\int_{-\infty}^\infty(d+u)^2e^{-q|u|}du-\int_0^\infty y^2e^{-q(d+y)}dy=\frac{2d^2}{q}+\frac{4}{q^3}-\frac{2e^{-qd}}{q^3}.$$

The second integral removes the region behind the wall. At $d=0$ this is $2/q^3$, with $n=3$; for large $d$ it tends to $2d^2/q$, with $n=1$. For $L=200$ the trial binding is 0.25 at the wall, 0.55 at $d=1$, 0.81 at $d=2$ and 0.94 at $d=4$. The weakly bound donors occupy a layer a few $a^*$ deep, whose share of the well shrinks as $1/L$.

In a thick well the trial function is at its weakest inside this layer, although it is nearly exact at the wall itself. Near a wall $\tan^2kz_i\approx1/(kd)^2$, so for $1\ll d\ll L$ equation (4) gives $E_B\approx1-1/d^2$. The true deficit is far smaller. In the half space take $\psi=\chi e^{-r}$, with $\chi=\zeta$ for $\zeta<1$ and $\chi=1$ beyond. Because $-\nabla^2e^{-r}=(2/r-1)e^{-r}$, the integration by parts of Lemma 1 gives

$$\langle H\rangle=-1+\frac{\int|\nabla\chi|^2e^{-2r}}{\int\chi^2e^{-2r}} .$$

The numerator comes from the layer $\zeta<1$, where $|u|\ge d-1$. By the in-plane integral of Lemma 2 with $q=2$, it is at most $\tfrac{\pi}{2}(2d-1)e^{-2(d-1)}$, while the denominator tends to $\pi$. The true deficit therefore decays at least exponentially, apart from a factor linear in $d$. The $1/d^2$ tail is produced by the factor $\cos kz$, which imposes a density gradient across the whole orbit.

## Worked example

Take the round model parameters $m=0.07$ electron masses and $\varepsilon=12.5$. They give $\mathrm{Ry}=6.095$ meV and $a^*=9.450$ nm. Let $L=2$, so that $K=\pi$.

For the central donor the maximum is at $q=2.1170$. The three terms of (2) are $0.4724+0.1475-0.0391=0.5808$. The exponent is $n=0.4660$, and

$$E_B=\frac{2(2.1170)}{1.4660}-\frac{(2.1170)^2}{4}=2.888-1.120=1.768\ \mathrm{Ry}.$$

For the wall donor $q=1.1743$ and $n=0.9972$:

$$E_B=\frac{2(1.1743)}{1.9972}-\frac{(1.1743)^2}{4}=1.176-0.345=0.831\ \mathrm{Ry}.$$

These trial values, lower bounds to the model's binding energy, are 10.8 meV at the centre and 5.1 meV at the wall. The decay length $\lambda$ grows from 0.94 to 1.70. An electron kept away from the donor by the wall gains less from a compact orbit and spreads out.

Direct quadrature of the original Hamiltonian in cylindrical coordinates, for the two test cases $(q,L,z_i)=(1.7,\,2,\,0.6)$ and $(2.4,\,1,\,0.5)$, agrees with the closed formula to better than $10^{-7}$ Ry. The quality of the trial function is a separate question. A Ritz calculation multiplies it by polynomials in $z-z_i$ and $r$ up to total degree 6. It gives 1.866 Ry at the centre and 0.915 Ry at the wall, and differs from the degree-4 result by less than $10^{-3}$ Ry. Relative to these values, which are still lower bounds to the model's $E_b$, the one-parameter result is low by 5% at the centre and 9% at the wall. In a thick well, $L=40$, a Ritz basis of degree 8, which differs from degree 6 by less than $5\times10^{-3}$ Ry, shows a shortfall of 12% of the Ritz value at $d=2$, where the two values are 0.82 and 0.93 Ry, whereas at the wall itself both are 0.256 Ry.

For the well with $L=2$ the drop from centre to wall is 0.94 Ry in the trial calculation and 0.95 Ry in the Ritz calculation, roughly ten times the difference between the two at either position. Bastard's formula is therefore accurate enough to give the size of this spread in the model, about 6 meV. The value belongs to impenetrable walls: for barriers 20 to 40 Ry high (0.12 to 0.24 eV), with the same mass and dielectric constant on both sides, the spread from centre to interface is about 0.8 Ry, or 5 meV. For donors spread across the well, this is the scale against which the thermal energy must be compared: when the thermal energy is small compared with it, a single ionization energy can misrepresent the freeze-out. All of these energies refer to an isolated, unscreened donor, so they apply only when the donor spacing is large compared with the orbit and the free-carrier density is low. The remaining widths and positions are listed in the numerical output.

## Computed values

```
mass = 0.07 electron masses, dielectric constant = 12.5
effective Rydberg = 6.095 meV
effective Bohr radius = 9.450 nm
well width L = 2.0 a* = 18.90 nm
subband edge k^2 = 2.4674 Ry
closed formula minus direct quadrature, max = 3.3e-08 Ry
planar hydrogen ground energy, 8 functions = -4.00000 Ry
Example: zi/L, q (1/a*), lambda (a*), n, trial E_b (Ry), Ritz (Ry)
  0.000  2.1170  0.9447  0.4660  1.7677  1.8655
  centre: A = 0.5808 a*, trial E_b = 10.77 meV
  0.125  2.0615  0.9702  0.5125  1.6634  1.7580
  0.250  1.8468  1.0830  0.6520  1.3832  1.4706
  0.375  1.4742  1.3566  0.8406  1.0586  1.1414
  0.500  1.1743  1.7031  0.9972  0.8312  0.9147
  wall: A = 0.3379 a*, trial E_b = 5.07 meV
Trial E_b (Ry) by width: L (a*), centre, quarter point, wall
  0.001  3.9953  3.9917  3.9841
  0.01  3.9534  3.9191  3.8493
  0.1  3.6031  3.3716  2.9812
  0.5  2.7539  2.3216  1.7270
  1  2.2519  1.8131  1.2265
  2  1.7677  1.3832  0.8312
  4  1.3769  1.1005  0.5503
  10  1.0908  1.0021  0.3360
  40  1.0061  1.0000  0.2561
  200  1.0002  1.0000  0.2502
Thick well, L = 200 a*: distance from wall (a*), trial E_b (Ry)
  0  0.2502
  0.5  0.3501
  1  0.5454
  2  0.8077
  4  0.9422
  8  0.9851
  16  0.9965
  100  1.0002
Thick well, L = 40 a*: distance from wall (a*), trial, Ritz (Ry)
  0  0.2561  0.256
  2  0.8158  0.928
```
